Image energy of an electron midway between two metal planes

**One plane first**

Put a charge q in an insulator of permittivity ε, at a distance a from one flat, earthed, perfectly conducting plane. On the charge's side, the charge collected on the plane acts like a single image −q at distance a behind it. Charge and image are 2a apart, so the charge is pulled towards the plane with force q²/[4πε(2a)²]. The work needed to carry it away is

∫ₐ^∞ q²/(16πε s²) ds = q²/(16πε a).

The energy, measured from a charge deep in an unbounded piece of the same insulator, is therefore

W₁ = −q²/(16πε a).

The potential of the image at the charge is φ = −q/(4πε·2a), so W₁ = ½qφ. The factor ½ appears because the image is not a fixed charge: it retreats as q retreats.

Now let the charge sit midway between two planes a distance d apart, so that a = d/2. Adding two independent one-plane energies would give

2W₁ = −q²/(4πε d).

This cannot be right as it stands. The image that earths the lower plane disturbs the potential of the upper plane, and conversely. Correcting each disturbance creates a new one, without end. The complete result is

W = −q² ln 2/(4πε d),  (1)

which is the independent estimate multiplied by ln 2 = 0.6931. For an electron q = −e and q² = e².

The assumptions are these. The planes are flat, unbounded and perfectly conducting, and both are at zero potential. The insulator is uniform, isotropic and linear, with ε = ε_r ε₀. The electron is a point charge at rest. Lowering means −W, and it varies as 1/d when ε is held fixed.

**First derivation: summing the images**

Let the planes be z = 0 and z = d. Reflection in the lower plane sends z to −z, and reflection in the upper plane sends z to 2d − z. Each reflection reverses the sign of the charge.

Measure positions from the midpoint by writing z = d/2 + s. The lower reflection then sends s to −(s + d), and the upper one sends s to d − s. Start with s = 0 and reflect first in the lower plane, then alternately:

s = 0, −d, 2d, −3d, 4d, …

Starting with the upper plane gives the same list with opposite signs of s. After m reflections there are thus two images, both at distance md from the electron and both carrying charge (−1)^m q. Call this pair shell m. The first M shells produce at the electron the potential

φ_M = (2q/4πεd) Σ_{m=1}^{M} (−1)^m/m.  (2)

The magnitudes 1/m alone have a divergent sum, so the series converges only conditionally: another order can give another value. The boundary conditions must decide the order.

Consider the lower plane after M shells. Every charge that has been reflected in this plane forms a pair with its image, and the potentials of the two cancel on the plane. One charge is left over, the last member of one of the two chains, whose next reflection would have been in the lower plane. It lies at s = +Md, hence at height (M + ½)d above the lower plane. The false potential on the plane is therefore at most

|q|/[4πε(M + ½)d]

in magnitude. By symmetry the same bound holds on the upper plane.

Subtract the potential of the truncated image set from the true induced potential. The difference has no charge within the gap, so it obeys Laplace's equation there, and it vanishes far away sideways. Such a function cannot exceed in magnitude its largest value on the boundary. It therefore tends to zero everywhere in the gap as M grows, including at the electron. Summing in complete shells gives the potential that the planes require.

To evaluate the sum, begin with a finite geometric series for 0 ≤ x ≤ 1:

1 − x + x² − … + (−x)^{M−1} = [1 − (−x)^M]/(1 + x).

Integrating from 0 to 1 gives

Σ_{m=1}^{M} (−1)^{m+1}/m = ln 2 − ∫₀¹ (−x)^M/(1 + x) dx.

Since 1 + x ≥ 1, the last integral is at most ∫₀¹ x^M dx = 1/(M + 1) in magnitude. It vanishes as M → ∞, and (2) becomes

φ_ind = −2q ln 2/(4πε d).  (3)

To turn potential into energy, build the charge up from zero. When a fraction λ is present, the induced potential is λφ_ind, because the system is linear. Bringing the next portion q dλ costs an extra work λφ_ind q dλ compared with the same step in the unbounded insulator. The charge's own potential is common to both processes and drops out. Thus

W = ∫₀¹ λ q φ_ind dλ = ½qφ_ind = −q² ln 2/(4πε d),

which is (1).

An order that breaks the boundary conditions shows what is at stake. Keep positive multiples of q out to distance 2Nd, but negative ones out to 4Nd. Compared with a balanced set, there are extra charges −q at the odd multiples of d between 2Nd and 4Nd, on both sides. Odd numbers are spaced by 2, so for large N the extra potential is

−(2q/4πεd) Σ_{odd m} 1/m → −(2q/4πεd)·½ ln(4N/2N) = −q ln 2/(4πεd).

These charges are so remote that they raise or lower the whole central region together. Both planes acquire this same false potential and are no longer earthed. The sum at the electron becomes −3q ln 2/(4πεd). Subtracting the false potential of the planes restores (3). With limits of 2000d and 4000d, direct summation gives 1.0395 in place of ln 2, close to the limiting value (3/2) ln 2.

**Second derivation: solving for lateral waves**

This route uses no images. Resolve the potential into waves along the planes:

φ(ρ, z) = ∫ d²k/(2π)² e^{ik·ρ} φ_k(z).

Poisson's equation for the point charge becomes, for each k,

φ_k″ − k²φ_k = −(q/ε) δ(z − d/2),

with φ_k = 0 on both planes. The solution that vanishes on the planes and is continuous at the midpoint is

φ_k = A sinh(kz) for z < d/2,
φ_k = A sinh[k(d − z)] for z > d/2.

Integrating the equation across the charge shows that the slope must change by −q/ε. The slope is +Ak cosh(kd/2) just below and −Ak cosh(kd/2) just above. Hence

−2Ak cosh(kd/2) = −q/ε,
A = q/[2εk cosh(kd/2)],

and at the charge

φ_k(d/2) = (q/2εk) tanh(kd/2).

Without planes the solution is B e^{−k|z−d/2|}. Its slope changes by −2kB, so B = q/(2εk). Subtracting this free part leaves the induced part. Since it does not depend on the direction of k, d²k/(2π)² becomes k dk/(2π), and

φ_ind = (q/4πε) ∫₀^∞ [tanh(kd/2) − 1] dk.

With x = kd,

tanh(x/2) − 1 = (eˣ − 1)/(eˣ + 1) − 1 = −2/(eˣ + 1).

The remaining integral is elementary:

∫₀^∞ dx/(eˣ + 1) = ∫₀^∞ e^{−x}/(1 + e^{−x}) dx = [−ln(1 + e^{−x})]₀^∞ = ln 2.

This gives (3) again. The integrand keeps one sign and decays exponentially, so no question of order arises.

The energy can also be found without the charging argument, from the pull on the planes. At the upper plane the normal field of one wave is

E_k = −φ_k′(d) = Ak = q/[2ε cosh(kd/2)].

The field pulls the plane into the gap with pressure εE²/2. The integral of E² over the plane equals the integral of |E_k|² over d²k/(2π)², so the force is

F = (ε/2) ∫₀^∞ (k dk/2π) q²/[4ε² cosh²(kd/2)]
 = (q²/16πε) ∫₀^∞ k dk/cosh²(kd/2).

Put y = kd/2, so that k dk = 4y dy/d²:

F = [q²/(4πεd²)] ∫₀^∞ y dy/cosh² y.

An antiderivative is y tanh y − ln cosh y. It is zero at y = 0. For large y, ln cosh y approaches y − ln 2, so the antiderivative approaches ln 2. Therefore

F = q² ln 2/(4πε d²).

Now draw the planes apart symmetrically, leaving the charge midway. Imagine the insulator as a fluid of fixed ε that fills the widening gap. When the spacing grows by ds, each plane moves ds/2 and the outside agent does work 2F(ds/2) = F ds. Charge flows to and from earth at zero potential, which costs nothing. The total work out to infinite spacing is

∫_d^∞ q² ln 2/(4πε s²) ds = q² ln 2/(4πε d).

The final energy is zero by our choice of reference, so the initial energy is (1), including its factor ½.

**What each derivation assumes**

As carried out above, both rest on the physical assumptions listed at the start. The methods themselves differ in what they need.

The image method, as used here, needs surfaces whose reflection of a point charge is again a point charge. Perfect conductors meet this need, because they reflect every lateral wave by the same factor. It also needs a rule for ending the series. In return it shows where the correction comes from: the first shell is the independent estimate, the second cancels half of it, and later shells correct by ever smaller amounts.

The wave method needs the system to be uniform along the planes, so that different k do not mix. It allows the reflection factor to vary with k, as the section on imperfect planes shows. Its connection with the images follows from

−2/(eˣ + 1) = 2 Σ_{m=1}^{M} (−1)^m e^{−mx} − 2(−1)^M e^{−Mx}/(eˣ + 1).

Integrating term m gives 2(−1)^m/m, which is shell m. The integral of the remainder is at most 2∫₀^∞ e^{−(M+1)x} dx = 2/(M + 1) in magnitude. The waves thus deliver the shells in order of distance.

The energy arguments also differ. Charging at fixed positions uses linearity directly. Moving the planes uses mechanical work, with the planes kept at zero potential.

**Away from the midpoint**

For a charge at height z, images of the same sign lie at z + 2nd with n ≠ 0, and those of opposite sign at −z + 2nd. Grouping equal |n| leaves only a vanishing false potential on the planes, as before. With u = z/d and W = ½qφ_ind,

W(z) = (q²/16πεd) { −1/u + Σ_{n=1}^{∞} [2/n − 1/(n − u) − 1/(n + u)] }.  (4)

The digamma function ψ has the series

ψ(1 + v) = −γ + Σ_{n=1}^{∞} [1/n − 1/(n + v)],

where γ is Euler's constant, and ψ(u) = ψ(1 + u) − 1/u. Using v = u and v = −u turns (4) into

W(z) = (q²/16πεd) [ψ(u) + ψ(1 − u) + 2γ].

As u → 0 the term −1/u dominates and W → −q²/(16πεz), the one-plane energy. Each of the terms −1/u, −1/(n − u) and −1/(n + u) has a negative second derivative for 0 < u < 1. The profile is therefore concave, and since it is symmetric its maximum is at u = ½. An otherwise flat barrier without bias thus has its top at the midpoint, where (1) gives the lowering of that top.

**Imperfect planes**

Let a wave returning from plane 1 or 2 be multiplied by r₁(k) or r₂(k). Measure amplitudes at the electron in units of the free amplitude q/(2εk), and put p = e^{−kd}, the decay over a trip to a plane and back. If a and b are the amplitudes returning from planes 1 and 2, then

a = r₁p(1 + b), b = r₂p(1 + a).

Each plane receives the free wave plus whatever comes from the other plane. Solving for a and b and adding,

g = a + b = [(r₁ + r₂)p + 2r₁r₂p²]/(1 − r₁r₂p²),
W = (q²/8πε) ∫₀^∞ g dk.

For r₁ = r₂ = −1, g = −2p(1 − p)/(1 − p²) = −2/(e^{kd} + 1), as required. If plane 2 is removed and the same insulator continues beyond it, r₂ = 0 and g = −p. Then W = −q²/(8πεd), the one-plane value at distance d/2.

A real metal screens over a finite depth. In the Thomas–Fermi model its potential obeys φ″ = K²φ with K² = k² + k_TF², and decays as e^{−Ks} at depth s. The insulator side has e^{−ks} + r e^{ks}. Continuity of the potential and of permittivity times slope, with background permittivity ε₀ in the metal, gives

ε_r k(1 − r) = K(1 + r),
r = (ε_r k − K)/(ε_r k + K).

For small k, r ≈ −(1 − 2ε_r k/k_TF) ≈ −e^{−2kε_r/k_TF}. This is a perfect mirror moved back by ε_r/k_TF. To this order d in (1) is replaced by d + 2ε_r/k_TF. The model keeps all electrons inside a sharp edge, so it can only move the mirror into the metal. Real electrons spill out past the edge. Self-consistent jellium calculations for a metal of silver's density facing vacuum place the mirror about 0.07 nm outside the edge, where Thomas–Fermi places it 0.06 nm inside. For a real plate the size and even the sign of the shift depend on the interface.

**A thin oxide between silver plates**

Take a 3.0 nm amorphous oxide between two Ag plates, as in a test capacitor for gate leakage. The rough inputs are ε_r = 3.0 for fast charge motion, 9.0 for static fields, a barrier of 3.0 eV and a tunnelling mass of 0.4 electron masses. With e²/(4πε₀) = 1.43996 eV nm, the fast permittivity gives e²/(4πε) = 0.47999 eV nm. The lowering is

−W = 0.47999 × 0.693147/3.0 = 0.1109 eV, or about 111 meV.

The first four partial sums are 0.1600, 0.0800, 0.1333 and 0.0933 eV. They lie alternately above and below the limit. Ten shells give 0.1033 eV and a hundred give 0.1101 eV.

Silver enters through its screening length. One conduction electron per atom and a rough cubic lattice constant of 0.41 nm, with four atoms per cell, give n = 58.0 nm⁻³. The free-electron Fermi energy is 5.47 eV. The density of states there is 3n/(2E_F), so k_TF² = 3ne²/(2ε₀E_F) and 1/k_TF = 0.0589 nm. The effective spacing is

3.0 + 2 × 3.0 × 0.0589 = 3.353 nm,

which predicts a lowering of 0.0992 eV. Integration with the full r(k) gives 0.0991 eV, about 11% below the ideal value. This is a Thomas–Fermi figure. It omits the polarization of silver's d electrons: a background permittivity of 3 to 5 in the metal would cut the reduction to 5–6%. It also omits electron spill-out, which moves the mirror outward and can reverse the sign of the correction. The 11% shows how much a shift of this size matters, and is not a prediction for silver.

The choice of permittivity matters more. A tunnelling transit-time estimate, d√(m/2Φ) for barrier Φ, is 1.85 fs. A lattice vibration of rough energy 0.1 eV has response time ħ/(0.1 eV) = 6.58 fs, so the lattice largely lags behind and the fast value is the better limit. An electron held in a midgap-position trap long enough for the lattice to respond calls for the static value instead. With ideal planes its image lowering is then 0.0370 eV, one third as large. The mirror shift ε_r/k_TF triples as well, so within the Thomas–Fermi model screening reduces this value by a larger fraction than the 11% found above.

Bias tilts the profile. At 1.0 MV/cm the film carries 0.30 V, and with ideal planes the barrier top moves from 1.5 nm to 0.978 nm from the emitting plate. It lies 0.2318 eV below the flat barrier, so (1) alone no longer describes it. This field is one eighth of a rough breakdown field of 8 MV/cm.

Nor does the midpoint energy alone fix the leakage. At 300 K the lowering found with the fast permittivity would multiply the thermal emission factor by exp(0.1109/0.02585) ≈ 73, yet the thermal exponent would still be 111.8. For ideal planes at zero bias the factor 73 is an upper estimate. With the thermal energy in place of Φ, the transit-time estimate grows to about 20 fs, or about 11 fs when the electron's acceleration in the image profile is included. Either time exceeds the lattice response time, so the lattice can partly follow a thermal electron and reduce the lowering. At zero bias the tunnelling exponent for electrons at the Fermi energy, 2∫√(2mU) dz/ħ for barrier profile U, is 33.67 without images. Tunnelling is therefore favoured by the exponents. Ideal images reduce its exponent to 30.92, an increase of about 16 times in the exponential factor. The prefactor depends on how the wave is matched at the plates and can change this ratio by up to a factor of two. If the lowering within 0.2 nm of each plate is ignored, the increase is only 2.7 times. Much of the ideal effect thus comes from strips about as wide as the mirror shift ε_r/k_TF ≈ 0.18 nm, where the perfect-mirror profile cannot be trusted.

In a transistor one of the two metal plates is replaced by the channel. If that channel is empty and the same permittivity continues beyond it, the lowering at the middle of the film falls from 0.1109 to 0.0800 eV, a reduction of 28%. A semiconductor usually has a higher permittivity than the 3.0 used here, and the reduction is then smaller. The model also leaves out roughness, charged defects and the movement of silver into the oxide, and its leakage factors rest on perfect-mirror images. They show how sensitive tunnelling is to the barrier profile near the plates, and are not predictions for silver plates or for a particular device. The numerical output lists the remaining values.

Table of computed values

```
Series value ln 2: 0.693147
Mode-solution value of ln 2: 0.69318
Plane force from field, units q^2/(4 pi eps d^2): 0.69315
Unbalanced-series value replacing ln 2: 1.0395
Plate spacing: 3.0 nm
Fast relative permittivity: 3.0
Static relative permittivity: 9.0
e^2/(4 pi eps0): 1.43996 eV nm
e^2/(4 pi eps), fast: 0.47999 eV nm
Lowering after 1 image shells: 0.1600 eV
Lowering after 2 image shells: 0.0800 eV
Lowering after 3 image shells: 0.1333 eV
Lowering after 4 image shells: 0.0933 eV
Lowering after 10 image shells: 0.1033 eV
Lowering after 100 image shells: 0.1101 eV
Lowering, full series: 0.1109 eV
Lowering, full series: 110.9 meV
Two independent single-plane lowerings: 0.1600 eV
Lowering with static permittivity: 0.0370 eV
Ag lattice constant, rough input: 0.41 nm
Ag conduction-electron density: 58.0 nm^-3
Ag free-electron Fermi energy: 5.47 eV
Ag Thomas-Fermi length: 0.0589 nm
Lowering with Ag screening: 0.0991 eV
Effective spacing with Ag screening: 3.353 nm
Lowering from effective spacing: 0.0992 eV
Lowering with one plate depleted: 0.0800 eV
Bias field: 1.0 MV/cm
Rough breakdown field: 8.0 MV/cm
Bias/breakdown field ratio: 0.125
Voltage across film: 0.30 V
Barrier-top position under bias: 0.978 nm
Total barrier-top lowering under bias: 0.2318 eV
Barrier without images: 3.0 eV
Tunnelling mass/electron mass: 0.4
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal emission factor from lowering: 73.0
Thermal exponent with lowering: 111.8
Tunnelling exponent without images: 33.67
Tunnelling exponent with ideal images: 30.92
Tunnelling increase, ideal images: 15.62 times
Width excluded near each plate: 0.2 nm
Tunnelling increase, near-plate lowering excluded: 2.66 times
Classical turning distance from plate: 0.0400 nm
Tunnelling transit-time estimate: 1.85 fs
Phonon energy, rough input: 0.1 eV
Lattice response time: 6.58 fs
Free-electron plate response time: 0.147 fs
```
